# G0W0 for a core hole coupled to one boson: a program that tests the result

```python
"""
Core-hole boson model: H = eps c^+c + w_p b^+b + g c c^+ (b + b^+), level full at start.
Result under test: G0W0 with G0 at the bare level eps gives two removal peaks
separated by sqrt(w_p^2 + 4 g^2); the exact peaks are spaced by w_p.
Symbols: x = omega - eps (removal energy from the bare level), a = (g/w_p)^2.
Energies in Ry, hbar = 1.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.signal import find_peaks

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
eps, w_p, g = -8.0, 1.2, 0.8
a = (g / w_p) ** 2


def exact_lines(coupling, n_states):
    """Diagonalize the hole Hamiltonian with n_states boson states."""
    lower = np.diag(np.sqrt(np.arange(1.0, n_states)), 1)
    h_hole = w_p * np.diag(np.arange(n_states)) + coupling * (lower + lower.T)
    energy, vec = np.linalg.eigh(h_hole)
    return -energy, vec[0] ** 2          # removal energies x, weights


def gw_poles(coupling, x_start=0.0):
    """Roots of the Dyson equation; x_start is the pole of G0 inside Sigma."""
    pole = x_start - w_p

    def dyson(x):
        return x - coupling**2 / (x - pole)
    tiny, far = 1e-9, 50.0
    return brentq(dyson, pole + tiny, far, xtol=1e-13), \
        brentq(dyson, -far, pole - tiny, xtol=1e-13)


def separation_formula(coupling):
    return math.sqrt(w_p**2 + 4 * coupling**2)


# Boson propagator: time integral of the correlation function, finite eta
eta = 0.2


def boson_propagator(w):
    return 1 / (w - w_p + 1j * eta) - 1 / (w + w_p - 1j * eta)


low = np.diag(np.sqrt(np.arange(1.0, 6)), 1)
field = low + low.T
time = np.linspace(0, 150, 60001)
corr = sum(field[0, n] ** 2 * np.exp(-1j * n * w_p * time) for n in range(6))
for w in (-1.7, 0.3, 1.1):
    folded = corr * np.exp(-eta * time) * 2 * np.cos(w * time)
    assert abs(-1j * simpson(folded, x=time) - boson_propagator(w)) < 1e-7

# Self-energy: frequency convolution on the whole axis, w' = tan(theta)
n_theta = 20000
theta = (np.arange(n_theta) + 0.5) * np.pi / n_theta - np.pi / 2
freq = np.tan(theta)
measure = (1 + freq**2) * np.pi / n_theta
for x in (-2.5, -1.0, 0.4, 1.3):
    g0 = 1 / (x + freq - 1j * eta)
    sigma = 1j / (2 * np.pi) * np.sum(g0 * g**2 * boson_propagator(freq) * measure)
    assert abs(sigma - g**2 / (x + w_p - 2j * eta)) < 1e-8

# Polarization bubble: zero for one full level, nonzero for a full-empty pair
hole = 1 / (freq - 1j * eta)
bubble = np.sum(hole / (freq + 0.7 - 1j * eta) * measure)
pair_bubble = np.sum(hole / (freq + 0.7 - 1.0 + 1j * eta) * measure)
assert abs(bubble) < 1e-7 and abs(pair_bubble) > 1

# G0W0 poles and weights (contour integral of G around each pole)


def gw_green(z):
    return 1 / (z - g**2 / (z + w_p))


x_qp, x_sat = gw_poles(g)
sep = x_qp - x_sat
circle = 0.3 * np.exp(2j * np.pi * np.arange(200) / 200)
z_qp, z_sat = [np.mean(gw_green(p + circle) * circle).real for p in (x_qp, x_sat)]
delta = separation_formula(g)
assert abs(sep - delta) < 1e-9
assert abs(x_qp - (delta - w_p) / 2) < 1e-9
assert abs(x_sat + (delta + w_p) / 2) < 1e-9
assert abs(z_qp - (1 + w_p / delta) / 2) < 1e-9
assert abs(z_sat - (1 - w_p / delta) / 2) < 1e-9

# Peak count in the broadened spectral function
grid = np.linspace(-8, 6, 14001)
spectrum = gw_green(grid - 0.01j).imag / np.pi
peaks = find_peaks(spectrum)[0]
assert len(peaks) == 2
assert abs(np.ptp(grid[peaks]) - delta) < 3e-3      # grid step 0.001

# Exact lines against the shifted-oscillator result
x_ex, w_ex = exact_lines(g, 80)
for n in range(6):
    assert abs(x_ex[n] - (g**2 / w_p - n * w_p)) < 1e-9
    assert abs(w_ex[n] - math.exp(-a) * a**n / math.factorial(n)) < 1e-9

# G0W0 equals the hole problem with at most one boson
x_two, w_two = exact_lines(g, 2)
assert np.allclose(x_two, [x_qp, x_sat], atol=1e-9)
assert np.allclose(w_two, [z_qp, z_sat], atol=1e-9)

# Second-order change of the separation, in units of g^2/w_p
weak = 0.01 * w_p
change = []
for size in (2, 3):
    levels = exact_lines(weak, size)[0]
    change.append((levels[0] - levels[1] - w_p) / (weak**2 / w_p))
assert abs(change[0] - 2) < 2e-3 and abs(change[1]) < 2e-3

# Spectral moments about the bare level
mom_ex = [np.sum(w_ex * x_ex**k) for k in range(5)]
mom_gw = [z_qp * x_qp**k + z_sat * x_sat**k for k in range(5)]
assert np.allclose(mom_ex[:4], mom_gw[:4], atol=1e-8)
assert abs(mom_ex[4] - mom_gw[4] - 2 * g**4) < 1e-8

# Cumulant: exponential of the second-order time integral


def cumulant(t, coupling):
    s = np.linspace(0, t, 4001)
    return -coupling**2 * simpson((t - s) * np.exp(1j * w_p * s), x=s)


for t in (0.8, 2.9, 7.0):
    c_t = cumulant(t, g)
    closed = a * (np.exp(1j * w_p * t) - 1 - 1j * w_p * t)
    assert abs(c_t - closed) < 1e-8
    assert abs(np.sum(w_ex * np.exp(-1j * x_ex * t)) - np.exp(c_t)) < 1e-8
    gw_signal = z_qp * np.exp(-1j * x_qp * t) + z_sat * np.exp(-1j * x_sat * t)
    assert abs(gw_signal - np.exp(c_t)) > 1e-3
    small = 1e-3
    pos = np.array(gw_poles(small))
    wgt = 1 / (1 + small**2 / (pos + w_p) ** 2)
    first_order = (np.sum(wgt * np.exp(-1j * pos * t)) - 1) / small**2
    assert abs(first_order - cumulant(t, 1.0)) < 1e-3   # remainder of order g^2

# G0 pole moved self-consistently to the quasiparticle energy
x_start = 0.0
for _ in range(200):
    x_start = gw_poles(g, x_start)[0]
sc_qp, sc_sat = gw_poles(g, x_start)
assert abs(sc_qp - g**2 / w_p) < 1e-8
assert abs(sc_qp - sc_sat - (w_p + g**2 / w_p)) < 1e-8

# Weighted mean distance of all exact satellites from the quasiparticle


def mean_distance(coupling):
    x, w = exact_lines(coupling, 100)
    return np.sum(w[1:] * (x[0] - x[1:])) / np.sum(w[1:])


def excess(coupling):
    p, q = gw_poles(coupling)
    return p - q - mean_distance(coupling)


mean_sat = mean_distance(g)
assert abs(mean_sat - w_p * a / (1 - math.exp(-a))) < 1e-8
g_cross = brentq(excess, w_p, 3 * w_p)
assert all(excess(f * g_cross) > 0 for f in np.linspace(0.05, 0.98, 20))
assert all(excess(f * g_cross) < 0 for f in (1.02, 1.2, 1.4))

print(f"bare level eps = {eps:.4f} Ry")
print(f"boson energy w_p = {w_p:.4f} Ry")
print(f"coupling g = {g:.4f} Ry")
print(f"a = (g/w_p)^2 = {a:.4f} (no unit)")
print(f"G0W0 quasiparticle: x = {x_qp:.4f} Ry, omega = {eps + x_qp:.4f} Ry")
print(f"G0W0 satellite: x = {x_sat:.4f} Ry, omega = {eps + x_sat:.4f} Ry")
print(f"G0W0 weights: quasiparticle {z_qp:.4f}, satellite {z_sat:.4f}")
print(f"number of peaks in the G0W0 spectrum = {len(peaks)}")
for n in range(4):
    print(f"exact peak n={n}: x = {x_ex[n]:.4f} Ry, "
          f"omega = {eps + x_ex[n]:.4f} Ry, weight {w_ex[n]:.4f}")
print(f"exact weight of all satellites = {1 - w_ex[0]:.4f}")
sep_ex = x_ex[0] - x_ex[1]
print(f"G0W0 separation = {sep:.4f} Ry = {sep * RY_EV:.2f} eV")
print(f"exact separation = {sep_ex:.4f} Ry = {sep_ex * RY_EV:.2f} eV")
print(f"overestimate = {sep - sep_ex:.4f} Ry = {100 * (sep / sep_ex - 1):.1f} percent")
print(f"weak-coupling change of separation, up to 1 boson: {change[0]:.3f} g^2/w_p")
print(f"weak-coupling change of separation, up to 2 bosons: {abs(change[1]):.3f} g^2/w_p")
for k in range(1, 5):
    print(f"moment {k}: exact {mom_ex[k] + 0.0:.4f}, G0W0 {mom_gw[k] + 0.0:.4f} Ry^{k}"
          if k > 1 else
          f"moment 1: exact {abs(mom_ex[1]):.4f}, G0W0 {abs(mom_gw[1]):.4f} Ry (size)")
print(f"self-consistent G0 pole: quasiparticle x = {sc_qp:.4f} Ry")
print(f"self-consistent G0 pole: satellite x = {sc_sat:.4f} Ry")
print(f"self-consistent G0 pole: separation = {sc_qp - sc_sat:.4f} Ry")
print(f"mean distance of all exact satellites = {mean_sat:.4f} Ry")
print(f"G0W0 separation equals that mean at a = {(g_cross / w_p) ** 2:.3f} (no unit)")
for g_row in (0.1, 0.2, 0.4, 0.8, 1.2):
    p, q = gw_poles(g_row)
    lines = exact_lines(g_row, 80)[0]
    assert abs(p - q - separation_formula(g_row)) < 1e-8
    assert p - q > lines[0] - lines[1]
    print(f"g = {g_row:.1f} Ry: separation G0W0 {p - q:.4f} Ry, "
          f"exact {lines[0] - lines[1]:.4f} Ry")
print("verified")
```

Running it gives:

```
bare level eps = -8.0000 Ry
boson energy w_p = 1.2000 Ry
coupling g = 0.8000 Ry
a = (g/w_p)^2 = 0.4444 (no unit)
G0W0 quasiparticle: x = 0.4000 Ry, omega = -7.6000 Ry
G0W0 satellite: x = -1.6000 Ry, omega = -9.6000 Ry
G0W0 weights: quasiparticle 0.8000, satellite 0.2000
number of peaks in the G0W0 spectrum = 2
exact peak n=0: x = 0.5333 Ry, omega = -7.4667 Ry, weight 0.6412
exact peak n=1: x = -0.6667 Ry, omega = -8.6667 Ry, weight 0.2850
exact peak n=2: x = -1.8667 Ry, omega = -9.8667 Ry, weight 0.0633
exact peak n=3: x = -3.0667 Ry, omega = -11.0667 Ry, weight 0.0094
exact weight of all satellites = 0.3588
G0W0 separation = 2.0000 Ry = 27.21 eV
exact separation = 1.2000 Ry = 16.33 eV
overestimate = 0.8000 Ry = 66.7 percent
weak-coupling change of separation, up to 1 boson: 2.000 g^2/w_p
weak-coupling change of separation, up to 2 bosons: 0.000 g^2/w_p
moment 1: exact 0.0000, G0W0 0.0000 Ry (size)
moment 2: exact 0.6400, G0W0 0.6400 Ry^2
moment 3: exact -0.7680, G0W0 -0.7680 Ry^3
moment 4: exact 2.1504, G0W0 1.3312 Ry^4
self-consistent G0 pole: quasiparticle x = 0.5333 Ry
self-consistent G0 pole: satellite x = -1.2000 Ry
self-consistent G0 pole: separation = 1.7333 Ry
mean distance of all exact satellites = 1.4864 Ry
G0W0 separation equals that mean at a = 4.105 (no unit)
g = 0.1 Ry: separation G0W0 1.2166 Ry, exact 1.2000 Ry
g = 0.2 Ry: separation G0W0 1.2649 Ry, exact 1.2000 Ry
g = 0.4 Ry: separation G0W0 1.4422 Ry, exact 1.2000 Ry
g = 0.8 Ry: separation G0W0 2.0000 Ry, exact 1.2000 Ry
g = 1.2 Ry: separation G0W0 2.6833 Ry, exact 1.2000 Ry
verified
```
